# Steady ground populations of a J = 1 to 2 transition in linear light: a numerical check

```python
# Result under test: a J=1 -> J=2 transition driven weakly by linearly polarized
# light has steady ground populations 4/17, 9/17, 4/17 for m = -1, 0, +1,
# with the quantization axis along the polarization.
# Symbols: Gamma decay rate, Omega Rabi frequency for unit coupling coefficient,
# delta detuning, s = (Omega^2/2)/(delta^2 + Gamma^2/4), W = Gamma*s/2.
# The master equation is solved with Gamma = 1 and hbar = 1.
import numpy as np
import sympy as sp
from scipy.linalg import expm
from sympy.physics.quantum.cg import CG

ground_m = [1, 0, -1]
excited_m = [2, 1, 0, -1, -2]

# Coupling coefficients by repeated lowering of the stretched product state
lower1 = np.sqrt(2.0) * np.diag([1.0, 1.0], -1)
lower_total = np.kron(lower1, np.eye(3)) + np.kron(np.eye(3), lower1)
state = np.zeros(9)
state[0] = 1.0
coupled = {}
for M in excited_m:
    coupled[M] = state.reshape(3, 3)
    if M > -2:
        state = lower_total @ state
        state = state / np.linalg.norm(state)


def coefficient(m, q):
    return coupled[m + q][1 - m, 1 - q]


square = {}
for m in ground_m:
    for q in ground_m:
        exact = CG(1, m, 1, q, 2, m + q).doit()
        square[m, q] = sp.nsimplify(sp.simplify(exact**2))
        assert abs(coefficient(m, q) - float(exact)) < 1e-12

# Rate equations in units of W, built from excitation times branching
rates = sp.zeros(3, 3)
for i, m in enumerate(ground_m):
    for f, m_final in enumerate(ground_m):
        q = m - m_final
        if abs(q) <= 1:
            rates[f, i] += square[m, 0] * square[m_final, q]
    rates[i, i] -= square[m, 0]
null_vectors = rates.nullspace()
assert len(null_vectors) == 1
weak = null_vectors[0] / sum(null_vectors[0])
assert list(weak) == [sp.Rational(4, 17), sp.Rational(9, 17), sp.Rational(4, 17)]
assert rates[0, 1] == sp.Rational(1, 9) and rates[1, 0] == sp.Rational(1, 4)
assert rates[0, 2] == 0 and rates[2, 0] == 0

# Full master equation: indices 0..2 ground, 3..7 excited
emission = []
for q in ground_m:
    jump = np.zeros((8, 8))
    for m in ground_m:
        jump[1 - m, 3 + 2 - (m + q)] = coefficient(m, q)
    emission.append(jump)
excited_projector = np.diag([0.0] * 3 + [1.0] * 5)
assert np.allclose(sum(a.T @ a for a in emission), excited_projector)
identity = np.eye(8)


def liouvillian(rabi, detuning, field=None):
    pi_part = emission[1]
    h = -detuning * excited_projector + 0.5 * rabi * (pi_part + pi_part.T)
    if field is not None:
        h[:3, :3] += field
    total = -1j * (np.kron(h, identity) - np.kron(identity, h.T))
    for a in emission:
        n = a.T @ a
        total += np.kron(a, a)
        total -= 0.5 * (np.kron(n, identity) + np.kron(identity, n.T))
    return total


def steady_state(generator):
    matrix = generator.copy()
    matrix[0] = identity.reshape(-1)
    right = np.zeros(64, complex)
    right[0] = 1.0
    return np.linalg.solve(matrix, right).reshape(8, 8)


def ground_share(rho):
    p = np.real(np.diag(rho))[:3]
    return p / p.sum()


def finite_s_populations(s):
    ground = [4 + s, 9 + 3 * s, 4 + s]
    excited = [0, s, 3 * s, s, 0]
    return np.array(ground + excited) / (17 + 10 * s)


Gamma = 3.0e7
rabi, detuning = 0.1, 1.0
s = 0.5 * rabi**2 / (detuning**2 + 0.25)
W = 0.5 * s
L = liouvillian(rabi, detuning)
rho_steady = steady_state(L)
pop_steady = np.real(np.diag(rho_steady))
assert np.allclose(pop_steady, finite_s_populations(s), atol=1e-9)
weak_float = np.array([float(x) for x in weak])
assert np.max(np.abs(ground_share(rho_steady) - weak_float)) < s
ground_block = rho_steady[:3, :3]
assert np.max(np.abs(ground_block - np.diag(np.diag(ground_block)))) < 1e-9

# Uniqueness: a single zero eigenvalue, every other mode decays
modes = np.linalg.eigvals(L)
is_zero = np.abs(modes) < 1e-3 * W
assert is_zero.sum() == 1 and np.all(modes[~is_zero].real < 0)

# Strong drive
s_strong = 2.0
rabi_strong = np.sqrt(2 * s_strong * (detuning**2 + 0.25))
rho_strong = steady_state(liouvillian(rabi_strong, detuning))
pop_strong = np.real(np.diag(rho_strong))
assert np.allclose(pop_strong, finite_s_populations(s_strong), atol=1e-9)

# Approach to the steady state from equal ground populations
start = np.diag([1 / 3] * 3 + [0.0] * 5).astype(complex)


def evolve(rho, time):
    return (expm(L * time) @ rho.reshape(-1)).reshape(8, 8)


tau = 36 / (17 * W)
history = []
for multiple in (0.5, 1.0, 3.0):
    full = ground_share(evolve(start, multiple * tau))[1]
    formula = 9 / 17 - 10 / 51 * np.exp(-multiple)
    # elimination of the excited level leaves errors of order s
    assert abs(full - formula) < s
    history.append((multiple, formula, full))

# Decay of the coherence between m = +1 and m = -1
pure = np.zeros((8, 8), complex)
pure[0, 0] = pure[2, 2] = pure[0, 2] = pure[2, 0] = 0.5
coherence = abs(evolve(pure, 4 / W)[0, 2])
coherence_formula = 0.5 * np.exp(-1.0)
assert abs(coherence - coherence_formula) < s

# Scattering: shortly after switch-on (optical transient over) and at the end
early = np.real(np.trace(excited_projector @ evolve(start, 20.0)))
late = pop_steady[3:].sum()
strengths = np.array([float(square[m, 0]) for m in ground_m])
rate_equal = W * strengths.mean()
rate_final = W * strengths @ weak_float
assert abs(late / rate_final - 1) < 2 * s
# slight pumping has already happened at the early time
assert abs(late / early - 18 / 17) < 5e-3

# Magnetic field acting on the ground level, Larmor frequency equal to W
jz = np.diag([1.0, 0.0, -1.0])
jx = 0.5 * (lower1 + lower1.T)
share_along = ground_share(steady_state(liouvillian(rabi, detuning, W * jz)))
share_across = ground_share(steady_state(liouvillian(rabi, detuning, W * jx)))
assert np.max(np.abs(share_along - weak_float)) < s
assert abs(share_across[1] - weak_float[1]) > 0.05

print("Squared coefficients (dimensionless)")
for m, q in [(0, 0), (1, 0), (1, -1), (0, 1), (1, 1)]:
    print(f"  ground m={m:+d}, photon q={q:+d}: {square[m, q]}")
print("Transfer rate 0 -> +1, units of W:", rates[0, 1])
print("Transfer rate +1 -> 0, units of W:", rates[1, 0])
print("Weak-light populations m=+1,0,-1:", *weak)
print("  as decimals:", *[f"{x:.5f}" for x in weak_float])
print(f"Decay rate Gamma: {Gamma:.2e} s^-1")
print(f"Rabi frequency Omega: {rabi * Gamma:.2e} s^-1")
print(f"Detuning delta: {detuning * Gamma:.2e} s^-1")
print(f"Saturation parameter s: {s:.4f}")
print(f"Pumping scale W: {W * Gamma:.3e} s^-1")
print(f"Relaxation rate 17W/36: {Gamma / tau:.4e} s^-1")
print(f"Time constant tau: {tau / Gamma * 1e6:.2f} microseconds")
print("Share of m=0 in the ground level during pumping")
for multiple, formula, full in history:
    print(f"  t={multiple:.1f} tau: formula {formula:.4f}, master eq. {full:.4f}")
print(f"Scattering rate, equal populations: {rate_equal * Gamma:.4e} s^-1")
print(f"Scattering rate, steady, weak limit: {rate_final * Gamma:.4e} s^-1")
print(f"Ratio of these rates: {rate_final / rate_equal:.4f}")
print(f"Ratio late/early from master eq.: {late / early:.4f}")
print(f"Coherence +1/-1 at t=4/W, formula: {coherence_formula:.4f}")
print(f"Coherence +1/-1 at t=4/W, master eq.: {coherence:.4f}")
for label, value, pop in [("weak", s, pop_steady), ("strong", s_strong, pop_strong)]:
    print(f"Master equation, {label} drive, s={value:.3f}")
    print("  ground m=+1,0,-1:", *[f"{x:.5f}" for x in pop[:3]])
    print("  excited M=+1,0,-1:", *[f"{x:.5f}" for x in pop[4:7]])
    print("  share within ground:", *[f"{x:.5f}" for x in pop[:3] / pop[:3].sum()])
print("Ground shares m=+1,0,-1 with Larmor frequency W")
print("  field along polarization:", *[f"{x:.4f}" for x in share_along])
print("  field across polarization:", *[f"{x:.4f}" for x in share_across])
print("finished without a failed check")
```

Output:

```
Squared coefficients (dimensionless)
  ground m=+0, photon q=+0: 2/3
  ground m=+1, photon q=+0: 1/2
  ground m=+1, photon q=-1: 1/6
  ground m=+0, photon q=+1: 1/2
  ground m=+1, photon q=+1: 1
Transfer rate 0 -> +1, units of W: 1/9
Transfer rate +1 -> 0, units of W: 1/4
Weak-light populations m=+1,0,-1: 4/17 9/17 4/17
  as decimals: 0.23529 0.52941 0.23529
Decay rate Gamma: 3.00e+07 s^-1
Rabi frequency Omega: 3.00e+06 s^-1
Detuning delta: 3.00e+07 s^-1
Saturation parameter s: 0.0040
Pumping scale W: 6.000e+04 s^-1
Relaxation rate 17W/36: 2.8333e+04 s^-1
Time constant tau: 35.29 microseconds
Share of m=0 in the ground level during pumping
  t=0.5 tau: formula 0.4105, master eq. 0.4103
  t=1.0 tau: formula 0.4573, master eq. 0.4571
  t=3.0 tau: formula 0.5196, master eq. 0.5197
Scattering rate, equal populations: 3.3333e+04 s^-1
Scattering rate, steady, weak limit: 3.5294e+04 s^-1
Ratio of these rates: 1.0588
Ratio late/early from master eq.: 1.0576
Coherence +1/-1 at t=4/W, formula: 0.1839
Coherence +1/-1 at t=4/W, master eq.: 0.1841
Master equation, weak drive, s=0.004
  ground m=+1,0,-1: 0.23498 0.52887 0.23498
  excited M=+1,0,-1: 0.00023 0.00070 0.00023
  share within ground: 0.23525 0.52949 0.23525
Master equation, strong drive, s=2.000
  ground m=+1,0,-1: 0.16216 0.40541 0.16216
  excited M=+1,0,-1: 0.05405 0.16216 0.05405
  share within ground: 0.22222 0.55556 0.22222
Ground shares m=+1,0,-1 with Larmor frequency W
  field along polarization: 0.2360 0.5295 0.2345
  field across polarization: 0.2914 0.4173 0.2914
finished without a failed check
```
